# Why the measured rms roughness depends on the scan size

**Question**

I am comparing two polycrystalline films grown by atomic layer deposition. One was imaged by atomic force microscopy in a 1 µm square scan, the other in a 100 nm square scan. I had taken the root-mean-square roughness to be a property of the film, so that a larger scan would give a better average of the same number. A colleague says that the two values cannot be compared, because the larger image contains long wavelengths that the smaller one misses.

Both surfaces look statistically uniform. Why should the expected roughness depend on the size of the window? Does it always grow with the scan, and does it ever settle?

**Answer**

Your averaging argument would be right if heights were measured from the true mean plane of the whole surface. Each image is instead levelled on itself, and that step removes part of the roughness.

**What levelling removes**

Let $h(\mathbf r)$ be the height measured from the true mean plane. Assume that the surface is statistically homogeneous, with autocovariance $R(\mathbf r)=\langle h(\mathbf r_0+\mathbf r)h(\mathbf r_0)\rangle$. I use the spectrum convention

$$C(\mathbf q)=\int d^2r\,R(\mathbf r)e^{-i\mathbf q\cdot\mathbf r},\qquad \sigma^2=R(0)=\int\frac{d^2q}{(2\pi)^2}\,C(\mathbf q).$$

A square scan of side $L$ has its own mean height $\bar h=L^{-2}\int_{L^2}h\,d^2r$. Subtracting it and squaring gives

$$\frac1{L^2}\int_{L^2}(h-\bar h)^2d^2r=\frac1{L^2}\int_{L^2}h^2\,d^2r-\bar h^2,$$

because the cross term contributes $-2\bar h^2$ and the last term $+\bar h^2$. The expectation is

$$w^2(L)=\sigma^2-\langle\bar h^2\rangle .$$

Without the subtraction, the expectation would be $\sigma^2$ for every $L$. The dependence on scan size is the variance of the scan mean, which is

$$\langle\bar h^2\rangle=\frac1{L^4}\iint R(\mathbf r-\mathbf r')\,d^2r\,d^2r'.$$

Now write $R$ as the inverse transform of $C$. The two position integrals become the squared modulus of the window average of $e^{i\mathbf q\cdot\mathbf r}$. Along $x$ this average is

$$\frac1L\int_{-L/2}^{L/2}e^{iq_xx}dx=\frac{\sin(q_xL/2)}{q_xL/2}=j_0(q_xL/2),$$

and likewise along $y$. Therefore

$$w^2(L)=\int\frac{d^2q}{(2\pi)^2}\,C(\mathbf q)\left[1-j_0^2(q_xL/2)\,j_0^2(q_yL/2)\right].$$

The bracket tends to zero when the wavelength is much longer than the scan: such a wave looks like a constant offset and is subtracted. It is near one for waves much shorter than the scan. Your colleague's explanation is correct, with a gradual cutoff.

**Does it always grow?**

A single larger image can come out smoother by chance, so the question concerns the expectation. Divide a scan of side $2L$ into four of side $L$. Its mean-square deviation is the average of the four internal variances plus the variance of the four means about their common mean. By homogeneity,

$$w^2(2L)=w^2(L)+\langle\text{variance of the four means}\rangle\ge w^2(L).$$

Doubling the side therefore never lowers the expectation. An arbitrary enlargement can. Take a ripple $A\cos(2\pi x/\lambda+\varphi)$ with random phase, for which $R=(A^2/2)\cos(2\pi x/\lambda)$. The same window average gives

$$w^2=\frac{A^2}{2}\left[1-j_0^2(\pi L/\lambda)\right].$$

For $A=1$, the roughness is 0.707 at $L=\lambda$, falls to 0.691 at $L=1.5\lambda$, and returns to 0.707 at $L=2\lambda$.

**A film with one correlation length**

For an isotropic random film take $R(r)=\sigma^2e^{-r/\xi}$, where $\xi$ is the correlation length. The angular integral in the transform gives a Bessel function:

$$C(q)=2\pi\sigma^2\int_0^\infty r\,e^{-r/\xi}J_0(qr)\,dr.$$

To evaluate it, start from $\int_0^\infty e^{-pr}J_0(qr)\,dr=(p^2+q^2)^{-1/2}$. This follows from writing $J_0$ as the angular average of $e^{iqr\cos\theta}$, integrating over $r$, and then averaging $1/(p-iq\cos\theta)$ over $\theta$. Applying $-d/dp$ supplies the factor $r$ and gives $p/(p^2+q^2)^{3/2}$. With $p=1/\xi$,

$$C(q)=\frac{2\pi\sigma^2\xi^2}{(1+q^2\xi^2)^{3/2}}.$$

*Small scans, $L\ll\xi$.* In real space, $w^2$ is the average of $R(0)-R(r)$ over all pairs of points in the scan. Here $1-e^{-r/\xi}\approx r/\xi$, and the mean pair distance in a square is $0.5214\,L$, so

$$w\approx\sigma\sqrt{0.5214\,L/\xi}.$$

The roughness grows as $\sqrt L$ and says little about $\sigma$ by itself.

*Large scans, $L\gg\xi$.* The factor $j_0^2j_0^2$ is concentrated at $q\lesssim1/L$, where $C\approx C(0)=2\pi\sigma^2\xi^2$. By Parseval's theorem its integral over $d^2q/(2\pi)^2$ equals the integral of the squared window function $1/L^2$, which is $1/L^2$. Hence

$$\sigma^2-w^2\approx\frac{C(0)}{L^2},\qquad \frac{w}{\sigma}\approx1-\frac{\pi\xi^2}{L^2}.$$

So the roughness does settle in this model. To leading order the mean-levelled value is within 1% of $\sigma$ once $L\gtrsim18\,\xi$; the plane levelling treated below needs a scan about $\sqrt3$ times larger.

**The sharp cutoff and plane levelling**

A simpler estimate integrates the spectrum from $q=2\pi/L$ upward. Since $d^2q/(2\pi)^2\to q\,dq/(2\pi)$,

$$w_{\rm s}^2=\sigma^2\xi^2\int_{2\pi/L}^{\infty}\frac{q\,dq}{(1+q^2\xi^2)^{3/2}}=\frac{\sigma^2}{\sqrt{1+(2\pi\xi/L)^2}}.$$

For large $L$ its deficit is $\sigma^2(2\pi\xi/L)^2/2=\pi C(0)/L^2$, which is $\pi$ times that of mean levelling. The excluded disc has area $\pi(2\pi/L)^2$, whereas subtracting the mean removes the equivalent of one cell of area $(2\pi/L)^2$.

Images are often levelled by a fitted plane. This also removes the projections on $2\sqrt3\,x/L$ and $2\sqrt3\,y/L$, which have unit mean square over the scan and are orthogonal to each other and to a constant. The window average of the first with $e^{iq_xx}$ is $i\sqrt3\,j_1(q_xL/2)$. The bracket in $w^2$ therefore loses two further terms, $3j_1^2(q_xL/2)j_0^2(q_yL/2)$ and the same with $x$ and $y$ exchanged. Parseval's theorem gives each the weight $1/L^2$, so the large-scan deficit becomes $3C(0)/L^2$. The sharp cutoff is thus close to plane levelling for large scans.

**Numbers for a film**

Take $\sigma=2$ nm and $\xi=100$ nm, so that $C(0)=2\pi(2)^2(100)^2=2.51\times10^5$ nm⁴. The expected roughness in nm is:

| Scan side (nm) | Mean levelled | Plane levelled | Sharp cutoff |
|---:|---:|---:|---:|
| 100 | 1.25 | 0.93 | 0.79 |
| 300 | 1.71 | 1.45 | 1.31 |
| 1000 | 1.95 | 1.88 | 1.84 |
| 10000 | 2.00 | 2.00 | 2.00 |

At 1000 nm the large-scan formula gives $w^2\approx4-2.51\times10^5/10^6=3.75$ nm², or 1.94 nm, close to the 1.95 nm of the full integral. At 100 nm the sharp cutoff lies 15% below the plane-levelled value and 36% below the mean-levelled one, so it is a poor substitute there.

The role of the long waves can be tested by erasing them. On simulated Gaussian surfaces with these parameters, $w^2$ grew by 10.2% when the scan side went from 640 to 2560 nm. With all waves of 640 nm and longer removed from the same surfaces, the growth was 0.4%.

Now add a finer-grained film with $\sigma=1.5$ nm and $\xi=15$ nm, and level both films by the mean. In 100 nm scans the first film has 1.25 nm and the finer one 1.43 nm. In 1000 nm scans they have 1.95 and 1.50 nm. The ranking reverses, and neither ranking is wrong: each refers to a different range of wavelengths.

**What else changes the number**

*Scatter between images.* For a Gaussian surface the covariance of $h^2$ at two points is $2R^2$. For $L\gg\xi$ the variance of the measured mean square is therefore

$$\frac2{L^2}\int R^2\,d^2r=\frac{4\pi\sigma^4}{L^2}\int_0^\infty r\,e^{-2r/\xi}dr=\frac{\pi\sigma^4\xi^2}{L^2}.$$

The relative scatter of $w^2$ is $\sqrt\pi\,\xi/L$, and that of $w$ is half as large. At 2560 nm this gives 3.5%; the simulated scans gave 3.4%. At 160 nm, outside the range of the formula, the simulated scatter was 21%. One small image is a weak basis for comparison even at equal scan size.

*Resolution.* Sampling heights at points does not remove the variance of short waves; it aliases them to longer ones. If each pixel of side $a$ reports an average height, the variance within pixels is lost, leaving $w^2(L)-w^2(a)$. With 512 such pixels per side, the first film would show 1.90 nm in a 10 µm scan and 1.57 nm in a 50 µm scan. At a fixed number of averaging pixels, a larger scan can thus look smoother.

**How this compares with a real film**

The first film's parameters are illustrative, not fitted to a measured film. For a polycrystalline film grown by atomic layer deposition, a roughness of a few nanometres is reasonable, but it depends on thickness and growth temperature. The 100 nm correlation length is on the long side for a thin film with grains of some tens of nanometres. Since $w/\sigma$ depends on $L/\xi$, a shorter $\xi$ shifts the table to proportionally smaller scans.

The assumption most likely to fail is that of a single correlation length. Suppose that the substrate adds independent waviness of 1 nm rms with a 10 µm correlation length. The mean-levelled roughness at 10 µm then rises from 2.00 to 2.09 nm, and at 100 µm it reaches 2.23 nm. Slow growth over one range of scan sizes therefore does not show that the roughness has settled.

For the first film the tip matters less. A parabolic tip of 10 nm radius lowered its simulated roughness by 2.1% in 128 nm scans and by about 1% in 1024 nm scans. The effect is larger for the finer film, which is steeper at short distances, so the tip can shift the comparison between the two. Those surfaces were sampled every 2 nm. The exponential model has $\langle(\Delta h)^2\rangle\approx2\sigma^2r/\xi$ at small $r$, so its rms slope diverges as the spacing shrinks. A real surface need not behave this way at short distances, so the tip effect should be read as a rough size.

For your two films, use the same scan side, pixel size and levelling, and average several images. If the existing images are all you have, compare their spectra over the wavelengths that both resolve, well above the pixel and tip limits and below about a quarter of the smaller scan side, since the longest waves in a scan stay biased even after the windowing described next. Opposite edges of an image do not match, and this mismatch leaks long waves into the short-wave part of its discrete spectrum, more strongly in the smaller scan. Before transforming, multiply each levelled image by a window that falls smoothly to zero at the edges, such as a Hann window, and divide the squared transform by the mean square of that window. The numerical output below gives the remaining values.

## Numbers as computed

```
main film: sigma = 2.0 nm, xi = 100 nm
C(0) of main film = 2.513e+05 nm^4
scan side (nm): rms mean-levelled, plane-levelled, sharp cutoff (nm)
     100: 1.246, 0.930, 0.793
     300: 1.708, 1.454, 1.313
    1000: 1.951, 1.877, 1.840
    3000: 1.994, 1.982, 1.979
   10000: 1.999, 1.998, 1.998
share of sigma^2 in waves longer than 300 nm = 0.5691
share of sigma^2 in waves longer than 1000 nm = 0.1533
share of sigma^2 in waves longer than 3000 nm = 0.0212
mean pair distance in a square / side = 0.5214
large-scan deficits are taken at L/xi = 300, in units C(0)/L^2
  mean-levelled 0.991, plane-levelled 2.957, sharp cutoff 3.141
finer film: sigma = 1.5 nm, xi = 15 nm
  scan 100 nm: main 1.246 nm, finer 1.428 nm
  scan 1000 nm: main 1.951 nm, finer 1.499 nm
unit ripple, scan/wavelength 1.0: rms 0.7071
unit ripple, scan/wavelength 1.5: rms 0.6910
unit ripple, scan/wavelength 2.0: rms 0.7071
simulation: 1024 x 1024 points, spacing 10 nm, 20 surfaces
  scan 160 nm: simulated rms 1.458 nm, formula 1.458 nm, scatter 20.9 %
  scan 640 nm: simulated rms 1.897 nm, formula 1.898 nm, scatter 10.9 %
  scan 2560 nm: simulated rms 1.991 nm, formula 1.991 nm, scatter 3.4 %
scatter law at 2560 nm = 3.5 %
growth of w^2 from 640 to 2560 nm, all waves = 10.16 %
same, waves of 640 nm and longer erased = 0.39 %
tip radius = 10 nm, surface spacing 2 nm
  scan 128 nm: imaged/true rms 0.979
  scan 1024 nm: imaged/true rms 0.989
scan 10000 nm, 512 averaging pixels of 19.5 nm: rms 1.901 nm
scan 50000 nm, 512 averaging pixels of 97.7 nm: rms 1.573 nm
substrate waviness: 1.0 nm rms, xi = 10000 nm
  scan 1000 nm: film 1.951 nm, with waviness 1.964 nm
  scan 10000 nm: film 1.999 nm, with waviness 2.094 nm
  scan 100000 nm: film 2.000 nm, with waviness 2.225 nm
```
